Vineyard's harmonic switching rate from the flux through a saddle surface, part 2

A polar cell in a ferroelectric hafnia film switches thermally from well A to well B. The escape rate is sought from the one-way flux through a dividing plane, divided by the population of A. The motion is classical, at temperature T.

Coordinates are mass-weighted, q_i = √m_i x_i, so each velocity component has variance k_BT. The plane's unit normal n points from A towards B, and u = n·q̇. Here u₊ equals u when u is positive and zero otherwise, and ⟨u₊⟩ = √(k_BT/2π) for every plane.

The well has frequencies ν_i = ω_i/2π. The saddle, of energy V_S, has real frequencies ν'_j = ω'_j/2π and one imaginary frequency of size ω_b, with normal coordinates Q_j and Q_b measured from the saddle. The barrier is ΔV. The plane Q_b = 0, normal to the unstable mode, gives Vineyard's harmonic rate,

Γ = ν* exp(−ΔV/k_BT), ν* = ∏ν_i/∏ν'_j.

With K the matrix of second derivatives in the ordinary displacements x, at the well (K_A) and saddle (K_S), the determinant form is

Γ = (ω_b/2π) √(det K_A/|det K_S|) exp(−ΔV/k_BT).

With Z_A and Z_S the classical partition functions of the well modes and the real saddle modes, ν* is also (k_BT/h) · Z_S/Z_A.

A tilted plane through the saddle has normal components n_b > 0 along the unstable mode and n_j along the others. With y_j = ω'_j Q_j and d_j = n_j/(n_b ω'_j), on the plane Q_b = −d·y and

V − V_S = ½|y|² − ½ω_b² (d·y)².

The plane is allowed if 1 − ω_b²|d|² is positive. Its flux is

Γ(n) = Γ/√R,

R = n_b² (1 − ω_b²|d|²) = n_b² − ω_b² Σ_j n_j²/ω'_j².

This is never less than Γ. The questioner, who would choose a surface of constant polarization, objects that a tilted plane may catch escapes that the plane Q_b = 0 misses. The reply follows.

**A.** The extra crossings are returns, and this can be shown for the quadratic saddle. There Q̈_b = ω_b² Q_b, with the solution

Q_b(t) = ½(Q_b + Q̇_b/ω_b) e^(ω_b t) + ½(Q_b − Q̇_b/ω_b) e^(−ω_b t),

where the symbols on the right are values at the moment of crossing. The growing term decides the outcome: the system ends in B if c = Q_b + Q̇_b/ω_b is positive.

Now count crossings of the plane with their sign, keeping only trajectories that end in B. One that came from A has one more forward than backward crossing and contributes +1. One that came from B has equal numbers and contributes 0. The true fraction of the forward flux is therefore

κ = ⟨u θ(c)⟩/⟨u₊⟩,

where θ(c) is 1 for c > 0 and 0 otherwise, and positions are averaged over the plane.

Both u and c are Gaussian with mean zero. Write u = (⟨uc⟩/σ²) c + r, where σ² = ⟨c²⟩. The remainder r is uncorrelated with c, hence independent of it, and averages to zero. Therefore

⟨u θ(c)⟩ = (⟨uc⟩/σ²) ⟨c₊⟩ = (⟨uc⟩/σ²) · σ/√(2π) = ⟨uc⟩/(σ√(2π)).

Velocities are independent of positions, so ⟨uc⟩ = k_BT n_b/ω_b. For the variance, the Gaussian above gives ⟨Q_b²⟩ = k_BT|d|²/(1−ω_b²|d|²), and

σ² = k_BT [ |d|²/(1−ω_b²|d|²) + 1/ω_b² ]
= k_BT / [ω_b² (1−ω_b²|d|²)]
= k_BT n_b²/(ω_b² R).

Dividing by ⟨u₊⟩ = √(k_BT/2π),

κ = (k_BT n_b/ω_b) / (σ√(k_BT)) = √R.

Hence κ Γ(n) = √R · Γ/√R = Γ. Every allowed plane gives the same rate once returns are removed. The plane normal to the unstable mode has κ = 1 and needs no correction at a quadratic saddle.

**Q.** Show me this with numbers. Use something that resembles hafnia, and include the field.

**A.** Consider one polar cell beside a domain wall, with three collective coordinates: a polar oxygen motion u_O, a second oxygen motion v that follows it, and a hafnium motion w. With s = u_O/u₀,

V = D(s²−1)² + ½K_v(v−gs)² + ½K_w(1+bs²)w² − pFs.

The round parameters are D = 0.60 eV, u₀ = g = 0.030 nm and b = 0.50. The masses are 64, 64 and 714 atomic mass units. K_v and K_w are set by bare frequencies of 8 and 4 THz. The dipole p is the polarization times the cell volume:

p = 0.50 C/m² × 0.13 nm³ = 0.4057 e nm.

A field F of 2 MV/cm is 0.2 V/nm, so pF = 0.0811 eV. It favours positive s, and the cell starts near s = −1.

At a stationary point w = 0 and v = gs. The s derivative then gives

4Ds(s²−1) = pF.

The well is at s = −0.9826 and the saddle at s = −0.0338. Their energies, D(s²−1)² − pFs, are 0.0804 eV and 0.6014 eV, so ΔV = 0.521 eV.

**Q.** And the frequencies? The two oxygen motions are coupled.

**A.** At w = 0 the hafnium motion separates, with frequency 4√(1+bs²) THz. This is 4.87 THz in the well and 4.00 THz at the saddle.

For the oxygen pair, the equal masses m and g = u₀ give a simple matrix. Divided by 4π², its entries are squared frequencies. The bare v frequency gives K_v/(4π²m) = 64 THz², and in the same units 4D/u₀² becomes 101.8 THz². The entries are

uu: 101.8(3s²−1) + 64; uv: −64; vv: 64.

At the saddle uu = −37.5. The eigenvalues of the two-by-two matrix are

13.25 ± √(50.75² + 64²) = 13.25 ± 81.68 THz²,

that is, 94.9 and −68.4 THz². They correspond to a real frequency of 9.74 THz and an imaginary one of size 8.27 THz. In the well uu = 257.2, and the eigenvalues

160.6 ± √(96.6² + 64²) = 160.6 ± 115.9 THz²

give 16.63 and 6.69 THz. The attempt frequency is

ν* = (4.871 × 6.687 × 16.626)/(4.001 × 9.743) THz
= 541.56/38.985 THz = 13.9 THz.

The determinant form, evaluated from finite differences of V in ordinary coordinates, gave the same value to the printed digits. At 300 K, k_BT = 0.02585 eV and ΔV/k_BT = 20.15. The rate is

Γ = 13.89×10¹² s⁻¹ × 1.773×10⁻⁹ = 2.5×10⁴ s⁻¹,

a mean waiting time of 41 µs.

**Q.** Now try my constant-polarization surface.

**A.** In this model the polarization depends on u_O alone, so your normal is the u_O axis. Its component along the unstable mode is 0.9004, and along the 9.74 THz mode its size is 0.4352. Therefore

R = 0.9004² − (8.271/9.743)² × 0.4352² = 0.674,

1/√R = 1.218, √R = 0.821.

Your surface overcounts by 22 per cent, because 18 per cent of its forward flux is cancelled by returns.

This was tested with the full anharmonic potential. Flux integrals at 100 K and 50 K were each divided by Vineyard's rate at the same temperature. These ratios, extrapolated linearly to zero temperature, gave 1.0000 for the unstable-mode plane and 1.2180 for yours, against predictions of 1 and 1.2179. At 50 K, tilting the former plane by 0.2 rad either way in the oxygen coordinates raised the flux.

A second test followed 40,000 trajectories from each plane for 60 fs at 300 K. They were launched as 20,000 pairs with opposite velocities, and for both starting planes a trajectory counted as transmitted if it ended on the B side of the unstable-mode plane. The transmitted fractions were 1.000 and 0.818, the second with a sampling uncertainty of about 0.003. If the outcome is judged by the constant-polarization plane itself, the second fraction is still near 0.80 at 60 fs and settles near 0.815 only after about 100 fs. Flux times transmission, relative to Vineyard's rate, was 0.986 and 0.984. The two surfaces agree within the 3 per cent allowed for sampling noise and finite following time.

**Q.** So the harmonic formula is good to 1.4 per cent. Should I trust the rate to that accuracy?

**A.** No. That figure covers anharmonicity and the returns within 60 fs in three classical modes. An isolated cell keeps its energy and can come back later, so the rate also assumes that the surrounding crystal removes energy soon after the crossing. Quantum motion is a larger correction than 1.4 per cent. Let x = hν/2k_BT for each mode. The quantum partition function of an oscillator is

Σ_{n≥0} exp[−2x(n+½)] = e^(−x)/(1−e^(−2x)) = 1/(2 sinh x),

while the classical one is 1/(2x). Replacing classical by quantum functions in Z_S/Z_A multiplies the rate by

∏_i (sinh x_i/x_i) / ∏_j (sinh x'_j/x'_j) = 1.265.

**Q.** That covers the bound modes. What about tunnelling through the barrier?

**A.** Treat the unstable mode as a separate parabolic barrier. Let ε be the energy relative to its top in units of ħω_b, and z = Q_b√(ω_b/ħ). The wave equation is then −½ψ″ − ½z²ψ = εψ. Inserting ψ = z^ν e^(iz²/2) gives −i(ν+½) = ε, up to terms that vanish as 1/z², so ν = iε − ½. For positive z this wave moves to the right. Far to the right the transmitted wave is therefore t z^(iε−1/2) e^(iz²/2). Continue it to the left through the upper half of the complex z plane, z → |z|e^(iπ). The factor multiplying the reflected wave is then

r = t e^(iπ(iε−1/2)) = −i t e^(−πε).

The incident wave enters during the continuation where it is exponentially small beside this term, so it doesn't disturb the coefficient. With |r|² + |t|² = 1,

|t|² = 1/(1+e^(−2πε)).

The classical step at ε = 0 is replaced by this function. With a = ħω_b/(2πk_BT) and y = 2πε, the thermal average relative to the classical one is

a ∫ e^(−ay)/(1+e^(−y)) dy, over all real y.

Substituting f = 1/(1+e^(−y)), for which dy = df/[f(1−f)], turns it into

a ∫₀¹ f^(−a)(1−f)^(a−1) df = πa/sin(πa) = x_b/sin x_b,

by the standard beta integral for 0 < a < 1, with x_b = πa. Here it is 1.077. The total quantum factor is 1.36, mostly from the bound modes.

The parabolic expression diverges at a = 1, which is 63 K for this saddle. Near and below that temperature the shape of the whole barrier is needed.

**Q.** How does the field change the rate? Does it alter the attempt frequency too?

**A.** Slightly. Between 0 and 3 MV/cm ν* falls from 14.4 to 13.6 THz, while the barrier falls from 0.600 to 0.483 eV. At 300 K the rate rises from 1.2×10³ to 1.05×10⁵ s⁻¹, so the exponent dominates.

The barrier's slope follows from the stationary conditions. Displacing a stationary point doesn't change V to first order, leaving the explicit field dependence:

dΔV/dF = −p(s_S − s_A).

At zero field the separation is 1, and the slope is −0.041 eV per MV/cm. At 2 MV/cm the separation is 0.949, so the slope is weaker.

The barrier vanishes when well and saddle merge, at the maximum of 4Ds(s²−1) for negative s. This lies at s = −1/√3 and gives

F₀ = 8D/(3√3 p) = 22.8 MV/cm.

A rough breakdown field is 4 MV/cm, so this model cell must switch by thermal activation, or by tunnelling when cold.

At 2 MV/cm the reverse jump has a barrier of 0.683 eV and a rate of 49 s⁻¹. It is about 500 times slower than the forward jump, and neglecting it is reasonable here.

**Q.** Would you size a memory capacitor with these numbers?

**A.** No. The field and temperature are in the range of use, but the barrier is a round value, not a computed hafnia path. The cell polarization of 50 µC/cm² is a round value too. The remanence of polycrystalline films, roughly 10 to 30 µC/cm², can't simply replace it, because remanence averages over grain directions and any non-polar material. Halving the dipole at fixed D would halve the field lowering of about 0.08 eV and slow the jump at 300 K by a factor of about 4.4. Real films also break the assumption of one independent cell with one barrier. Domains nucleate and grow cooperatively, and grains and defects spread the barriers. A shift of 0.1 eV changes the 300 K rate by a factor of 48, far more than the corrections above.

Two comparisons show the limits. Memory pulses can be shorter than a microsecond. For a single jump to take 100 ns on average with ν* held at 13.9 THz, the barrier would have to be k_BT ln(1.39×10⁶) = 0.37 eV. For retention, the isolated cell at zero field waits less than a millisecond. A ten-year mean wait at 300 K, with ν* = 14.4 THz, needs about 1.3 eV. This single-cell barrier can't represent both writing and retention; a cooperative model must supply how the barrier depends on domain size and field.

**Q.** Which conditions would you check before using the formula for a computed path?

**A.** The well must have no imaginary frequency and the saddle exactly one. The barrier must be many k_BT, and soft modes should be integrated beyond the harmonic approximation. The temperature must be well above the tunnelling crossover. That alone doesn't make the rate classical: unless k_BT is well above hν for the bound modes, their quantum factor must be included as well. The surrounding crystal must exchange energy with the cell fast enough to keep the well in equilibrium and to trap a system that has crossed. Yet it must not exert so much friction at the saddle that systems diffuse back and forth across it. The 60 fs trajectories contained no surrounding crystal, so they settle neither of these two conditions. The numerical output lists the frequencies, correction factors and rates, including those at 358 K.

Calculated quantities

```
zero-field barrier D: 0.60 eV
polar displacement u0: 0.030 nm; following shift g: 0.030 nm
stiffening b: 0.50
masses u, v, w: 64.0 64.0 714.0 atomic mass units
bare frequencies v, w: 8.0, 4.0 THz
force constants Kv, Kw: 1675.9, 4674.3 eV/nm2
polarization: 50 uC/cm2; volume: 0.13 nm3
cell dipole: 0.4057 e nm
field: 2.0 MV/cm; temperature: 300 K
dipole times field: 0.0811 eV; kT: 0.02585 eV
s at well: -0.9826
s at saddle: -0.0338
well frequencies: 4.871 6.687 16.626 THz
real saddle frequencies: 4.001 9.743 THz
imaginary saddle frequency, size: 8.271 THz
unstable direction (mass-weighted u, v, w): 0.9004 0.4352 0.0
product of well frequencies: 541.56 THz^3
product of real saddle frequencies: 38.985 THz^2
attempt frequency, Vineyard: 13.892 THz
attempt frequency, determinant form: 13.892 THz
barrier at field: 0.5209 eV
barrier / kT: 20.150
Boltzmann factor: 1.773e-09
Vineyard rate: 2.463e+04 1/s
mean waiting time: 40.60 us
low-T flux/Vineyard, unstable-mode plane: 1.00003
low-T flux/Vineyard, constant-u plane: 1.21795
predicted excess, constant-u plane: 1.21792
300 K full flux/Vineyard, unstable-mode plane: 0.9865
300 K full flux/Vineyard, constant-u plane: 1.2025
300 K transmission, unstable-mode plane: 1.000
300 K transmission, constant-u plane: 0.818
300 K flux*transmission/Vineyard, two planes: 0.986, 0.984
quantum factor, bound modes: 1.265
quantum factor, barrier tunnelling: 1.077
quantum factor, total: 1.362
tunnelling crossover temperature: 63.2 K
rate factor for 0.1 eV barrier error: 47.9
reverse barrier: 0.6832 eV
reverse rate: 4.928e+01 1/s
barrier-free field: 22.8 MV/cm
rough breakdown field: 4 MV/cm
0 MV/cm: attempt 14.36 THz, barrier 0.6000 eV, rate 1.20e+03 1/s at 300 K, 5.13e+04 1/s at 358 K
1 MV/cm: attempt 14.13 THz, barrier 0.5599 eV, rate 5.54e+03 1/s at 300 K, 1.85e+05 1/s at 358 K
2 MV/cm: attempt 13.89 THz, barrier 0.5209 eV, rate 2.46e+04 1/s at 300 K, 6.45e+05 1/s at 358 K
3 MV/cm: attempt 13.64 THz, barrier 0.4830 eV, rate 1.05e+05 1/s at 300 K, 2.17e+06 1/s at 358 K
```
